# Photon Escape at Large Optical Depth for Lorentz and Doppler Lines

## Scaling before calculation

An excited ion inside a uniform, static plasma emits a line photon. Let $p$ be the probability that the photon reaches the surface before being absorbed. Frequency enters through the detuning $x$, measured in line widths, and distance enters through the line-centre optical depth $\tau$ from the emitter to the surface. No other dimensionless quantity is available for an isolated line of given shape, so $p=p(\tau)$.

Let $\phi(x)$ be the line profile, symmetric, decreasing away from the centre, and with $\int\phi\,dx=1$. The depth at detuning $x$ is $\tau\phi(x)/\phi(0)$. Averaging the transmission over emitted frequencies gives

$$p(\tau)=\int_{-\infty}^{\infty}\phi(x)\,e^{-\tau\phi(x)/\phi(0)}\,dx. \tag{1}$$

At large $\tau$ any fixed part of the core is exponentially dark, so the wings decide the result. Suppose that they follow $\phi=A|x|^{-m}$ with $m>1$. Stretching $x$ by a factor $\lambda$ multiplies $\phi$ by $\lambda^{-m}$ and $dx$ by $\lambda$. If $\tau$ is multiplied by $\lambda^m$, the exponent is unchanged, and therefore

$$p(\lambda^m\tau)=\lambda^{1-m}p(\tau)\quad\Rightarrow\quad p\propto\tau^{-(1-1/m)}. \tag{2}$$

A Lorentz wing has $m=2$ and gives $\tau^{-1/2}$. A Gaussian falls faster than any power, which suggests an exponent near $-1$. The prefactors and the logarithm hidden in "near" remain to be found.

Equation (1) uses one profile for emission and absorption. This suits a photon emitted after electron impact, which does not select the photon's frequency. The equation describes the first flight only: a reabsorbed photon may be emitted again, and it may then remember its earlier frequency. The result holds along one ray, or for all directions from the centre of a sphere.

## Simplest case: a flat line

Take a rectangular profile, constant for $|x|<1/2$ and zero outside. Every photon then meets the same depth, and (1) gives $p=e^{-\tau}$. No photon is emitted at a transparent frequency. A decay slower than every exponential requires a profile that takes arbitrarily small positive values.

## Lorentz profile

With $x$ in units of the half width at half maximum, $\phi=1/[\pi(1+x^2)]$. Put $x=\tan\theta$, so that $dx/(1+x^2)=d\theta$ and $1/(1+x^2)=\cos^2\theta$:

$$p=\frac1\pi\int_{-\pi/2}^{\pi/2}e^{-\tau\cos^2\theta}d\theta
=e^{-\tau/2}\,\frac1{2\pi}\int_{-\pi}^{\pi}e^{-(\tau/2)\cos\psi}d\psi
=e^{-\tau/2}I_0(\tau/2).$$

The second form uses $\cos^2\theta=(1+\cos2\theta)/2$ and $\psi=2\theta$; the last integral defines the modified Bessel function $I_0$.

For small $\tau$, the average of $\cos^2\theta$ is $1/2$, so $p\simeq1-\tau/2$, which tends to one as it must. For large $\tau$ the integrand survives near the two ends $\theta=\pm\pi/2$. At a distance $\epsilon$ from an end, $\cos^2\theta=\sin^2\epsilon\simeq\epsilon^2$. Each end supplies half a Gaussian integral:

$$p\simeq\frac{2}{\pi}\int_0^\infty e^{-\tau\epsilon^2}d\epsilon=\frac1{\sqrt{\pi\tau}}. \tag{3}$$

The ends are the far wings, since $\theta\to\pm\pi/2$ means $x\to\pm\infty$. At $\tau=100$, integrating (1) numerically gives $0.05656$, against $0.05642$ from (3).

## Doppler profile

Now measure $x$ in units of the $1/e$ half width, so $\phi=e^{-x^2}/\sqrt\pi$. Use the depth itself as the variable, $u=\tau e^{-x^2}$, and write $L=\ln\tau$. For $x>0$,

$$x=\sqrt{L-\ln u},\qquad du=-2xu\,dx.$$

The two signs of $x$ contribute equally, and $e^{-x^2}=u/\tau$. Hence

$$p=\frac2{\sqrt\pi}\int_0^\tau\frac u\tau\,e^{-u}\frac{du}{2u\sqrt{L-\ln u}}
=\frac1{\tau\sqrt\pi}\int_0^\tau\frac{e^{-u}\,du}{\sqrt{L-\ln u}}. \tag{4}$$

The factor $u$ has cancelled. For $L\gg1$ the integral is governed by $u$ of order one, where $|\ln u|\ll L$. The region near $u=\tau$ is exponentially suppressed, and the region $u<1/\tau$ has a length of only $1/\tau$. Expanding the root,

$$\frac1{\sqrt{L-\ln u}}=\frac1{\sqrt L}\left[1+\frac{\ln u}{2L}+\frac{3(\ln u)^2}{8L^2}+\cdots\right].$$

The required averages are derivatives of $\Gamma(1+s)=\int_0^\infty u^s e^{-u}du$ at $s=0$. From $\ln\Gamma(1+s)=-\gamma s+\pi^2s^2/12+\cdots$, with $\gamma$ Euler's constant, they are $-\gamma$ and $\gamma^2+\pi^2/6$. Thus

$$p\simeq\frac1{\tau\sqrt{\pi L}}\left[1-\frac{\gamma}{2L}+\frac{3(\gamma^2+\pi^2/6)}{8L^2}+\cdots\right]. \tag{5}$$

| $\tau$ | Lorentz $p$ | Doppler $p$ | $1/(\tau\sqrt{\pi L})$ |
|---|---|---|---|
| $10$ | $0.184$ | $0.0359$ | $0.0372$ |
| $10^2$ | $0.0566$ | $0.00253$ | $0.00263$ |
| $10^4$ | $0.00564$ | $1.814\times10^{-5}$ | $1.859\times10^{-5}$ |
| $10^6$ | $5.64\times10^{-4}$ | $1.491\times10^{-7}$ | $1.518\times10^{-7}$ |

The Doppler limit is approached slowly because its expansion parameter is $1/\ln\tau$. At $\tau=10$ the two corrections in (5) even make the estimate worse, moving it to $0.0377$. At $10^6$ they bring it to $1.492\times10^{-7}$.

The local exponent follows from $\ln p\simeq-L-\tfrac12\ln L$ plus a constant:

$$\frac{d\ln p}{d\ln\tau}\simeq-1-\frac1{2L}.$$

The computed exponents are $-1.105$, $-1.052$ and $-1.035$ at $\tau=10^2,10^4,10^6$. The fall is slightly steeper than inverse.

## The general wing

Equation (2) can be given its prefactor. Put $u=\tau A x^{-m}/\phi(0)$ for $x>0$. Then $x=[\tau A/(\phi(0)u)]^{1/m}$, $|dx|=x\,du/(mu)$ and $\phi=\phi(0)u/\tau$. Adding both wings,

$$p\simeq2\int_0^\infty\frac{\phi(0)u}{\tau}e^{-u}\frac{x\,du}{mu}
=\frac{2\phi(0)}{m\tau}\left[\frac{\tau A}{\phi(0)}\right]^{1/m}\Gamma\!\left(1-\frac1m\right). \tag{6}$$

For $m=2$ and $A=\phi(0)=1/\pi$, $\Gamma(1/2)=\sqrt\pi$ returns (3). A case between the two physical profiles is $\phi=2/[\pi(1+x^2)^2]$, with $m=4$. At $\tau=10^8$, direct integration of (1) agrees with (6) to within $0.1\%$, and its local exponent is within $0.001$ of $-3/4$.

The Gaussian fits this picture if $m$ is allowed to drift. Its local steepness is $-d\ln\phi/d\ln x=2x^2$, which equals $2L$ at the edge $x=\sqrt L$ where the depth is one. With $A$ and $m$ matched to the Gaussian at this edge, the bracket in (6) raised to the power $1/m$ is the edge detuning itself, $\sqrt L$. Together with the factor $1/\tau$ it contributes an exponent $-1+1/(2L)$. The prefactor $1/m\propto1/L$ contributes a further $-1/L$. The sum is $-1-1/(2L)$, as found above.

The same variable $u$ shows where the escaping photons come from. Their distribution in depth is proportional to $u^{-1/m}e^{-u}$. The share emitted at depths below one tends to $\int_0^1u^{-1/2}e^{-u}du/\sqrt\pi=\operatorname{erf}(1)=0.843$ for Lorentz and to $1-e^{-1}=0.632$ for Doppler. At $\tau=10^4$ the shares are $0.843$ and $0.610$. The grid sum in the output below cuts between grid points and prints $0.842$ and $0.613$.

## Emission spread along the ray

Let emitters fill a ray of total depth $\tau$ evenly. The mean escape probability toward one end is

$$P=\frac1\tau\int_0^\tau p(t)\,dt
=\frac{\phi(0)}\tau\int_{-\infty}^{\infty}\left[1-e^{-\tau\phi(x)/\phi(0)}\right]dx,$$

where the $t$ integral of $\phi e^{-t\phi/\phi(0)}$ was done first. For Lorentz, inserting (3) gives $P\simeq2/\sqrt{\pi\tau}$; the region of small $t$, where (3) fails, can change $P$ by no more than order $1/\tau$. The exponent is unchanged.

For Doppler, integrate the second form by parts. The boundary terms vanish, and with $u=\tau e^{-x^2}$,

$$P=\frac{2}{\tau\sqrt\pi}\int_0^\tau\sqrt{L-\ln u}\;e^{-u}du
\simeq\frac2\tau\sqrt{\frac L\pi}\left(1+\frac\gamma{2L}\right).$$

The logarithm has moved to the numerator because $p(t)$ falls almost as $1/t$: every decade of depth adds to the integral, and $\int dt/(t\sqrt{\ln t})=2\sqrt{\ln t}$. The local exponent is now $-1+1/(2L)$ to leading order, and its computed value at $\tau=10^6$ is $-0.965$. The escape probability therefore falls almost inversely with depth in both arrangements, with deviations of opposite sign.

## Both broadenings together

A real ion moves and also has a finite lifetime. Its Voigt profile is the Gaussian convolved with a Lorentzian of half width $a$, in Doppler units. Far out, $\phi\simeq a/(\pi x^2)$. Let $\tau$ now denote the depth that the same column would have with Doppler broadening alone, so the actual depth at $x$ is $\tau\sqrt\pi\,\phi(x)$.

Suppose first that $L\gg1$ and $a\tau\ll\sqrt\pi L$, so that the Lorentz wings are transparent beyond the core edge. The Gaussian core becomes transparent at $x\simeq\sqrt L$, and the weak wings beyond it add

$$\Delta p\simeq2\int_{\sqrt L}^\infty\frac{a}{\pi x^2}dx=\frac{2a}{\pi\sqrt L}.$$

This equals the leading Doppler term $1/(\tau\sqrt{\pi L})$ when $a\tau=\sqrt\pi/2\simeq0.89$. The Doppler law consequently requires $a\tau\ll1$ as well as large $\tau$.

In the opposite limit, the wing reaches depth one at $x^2=a\tau/\sqrt\pi$. When this lies far beyond the core edge, $a\tau\gg\sqrt\pi L$, equation (6) applies with $m=2$, $A=a/\pi$ and $\tau/\phi(0)$ replaced by $\tau\sqrt\pi$:

$$p\simeq\sqrt{\frac{a}{\sqrt\pi\,\tau}}.$$

Any fixed nonzero damping thus restores the inverse square root at sufficient depth.

## A strong line in a tin plasma

Extreme-ultraviolet sources for lithography use tin plasma emitting near $13.5$ nm. The following inputs are rough: ion and electron temperature $30$ eV, ion density $10^{18}$ cm$^{-3}$, one tenth of the ions in the lower level, oscillator strength $f=0.5$, and radius $150$ µm.

Thermal velocities along the ray are distributed as $e^{-Mv^2/2kT}$, with $M$ the ion mass. The $1/e$ speed is $\sqrt{2kT/M}=6.98$ km/s. Dividing by the wavelength $\lambda$ gives the Doppler width $\Delta\nu_D=5.17\times10^{11}$ Hz.

The oscillator strength is defined through the cross-section integrated over frequency, $\int\sigma\,d\nu=\pi r_ecf$, with $r_e$ the classical electron radius. Since $\phi(0)=1/\sqrt\pi$, the line-centre cross-section is $\sqrt\pi r_ecf/\Delta\nu_D=1.447\times10^{-14}$ cm$^2$. The depth from centre to surface is

$$\tau=(1.447\times10^{-14})(10^{17})(1.5\times10^{-2})=21.7,\qquad L=3.08.$$

The leading Doppler law gives $p=1/(21.7\sqrt{3.08\pi})=0.0148$; integration of (1) gives $0.0142$. A Lorentz line of the same $\tau$ has $p=0.123$, or $8.6$ times more. This comparison fixes the line-centre depth, not the number of ions. Following two million photons with random detunings and random free flights gives $0.0143$ and $0.122$.

Natural damping follows from detailed balance. In equilibrium at low temperature, where stimulated emission is negligible, let $B_\nu\simeq(2h\nu^3/c^2)e^{-h\nu/kT}$ be the thermal intensity. With $g_l$ and $g_u$ the statistical weights of the lower and upper levels, equating absorption and decay gives

$$\frac{4\pi B_\nu}{h\nu}\,\pi r_ecf=\frac{g_u}{g_l}e^{-h\nu/kT}A_{ul}
\quad\Rightarrow\quad A_{ul}=\frac{8\pi^2r_ecf}{\lambda^2}\frac{g_l}{g_u}.$$

The rate $A_{ul}$ belongs to the ion, so it does not depend on the temperature used to derive it. Equal weights give $1.83\times10^{11}$ s$^{-1}$. An exponential decay at this rate has Lorentz half width $A_{ul}/4\pi$ in frequency, hence $a=A_{ul}/(4\pi\Delta\nu_D)=0.028$.

Here $a\tau=0.61$, close to the onset value. The Voigt profile gives $p=0.0235$, which is $1.65$ times the Doppler value. Tripling the damping, as a trial allowance for collisions and other decays, gives a factor $2.8$.

## What the real source changes

The inputs suit a fairly dilute tin plasma; a denser one has proportionally larger $\tau$ if its radius, temperature and level fraction are held fixed. Real tin plasma also expands, and its band contains many overlapping lines. At an electron density near $10^{19}$ cm$^{-3}$, a rough estimate puts collisional de-excitation of this line a few times below $A_{ul}$. Most photons in the thick line are then emitted after a reabsorption, not after electron impact, and (1) applies to them only if they forget their earlier frequency. Each change below is applied separately to the static Doppler result.

**Expansion.** Let the speed grow in proportion to radius, reaching $w$ thermal speeds at the edge. A photon emitted at the centre has detuning $x-ws$ in the frame of ions at fractional radius $s$, so its depth is $\tau\int_0^1e^{-(x-ws)^2}ds$. For $w\gg1$ this becomes $\tau_SF(x)$, with $\tau_S=\sqrt\pi\tau/w$ and $F(x)=\int_{-\infty}^x\phi(x')\,dx'$. Since $dF=\phi\,dx$, $p=\int_0^1e^{-\tau_SF}dF=(1-e^{-\tau_S})/\tau_S$. For an edge speed of $20$ km/s, $w=2.86$, and the full integral gives $p=0.074$, a factor $5.2$ above the static value. The static assumption is thus a poor one here.

**Neighbouring lines.** Place $N=300$ Doppler lines, each of centre depth $2.17$, at random in a $0.27$ nm band. One line blocks an equivalent width $W=\int(1-e^{-2.17e^{-x^2}})dx$ of a band of width $B$, both in Doppler widths. Independent positions give a mean transmission $(1-W/B)^N=0.49$, so for this choice of $N$ about half the escaping photons are lost on average; the loss for one particular line depends strongly on where its neighbours lie. The figure depends on $N$. The same total strength spread over $1000$ lines transmits $0.34$, and over very many weak lines it tends to $e^{-300\times2.17\sqrt\pi/B}=0.26$. A real tin band holds far more than $300$ lines.

**Stimulated emission.** For equilibrium level populations it reduces net absorption by the fraction $e^{-91.84/30}=0.047$, raising $p$ by about $6\%$.

**Emission from the whole sphere.** At a frequency where the radius has depth $T\gg1$, consider parallel rays with half-chord $yR$. Their area element is $2\pi R^2y\,dy$, and each emits from about one absorption length $R/T$ near its exit. Dividing by the volume $4\pi R^3/3$ gives escape probability $3/(4T)$. Integrating this over the opaque core, $|x|<\sqrt L$, gives approximately $3\sqrt L/(2\sqrt\pi\tau)$. That is $3L/2\simeq4.6$ times the leading central value. The full integral gives $0.075$, of which $0.066$ comes from the core and $0.009$ from the transparent wings. This is $5.1$ times the leading central value and $5.3$ times the integrated value $0.0142$.

These factors should not simply be multiplied, since motion, damping and emitter position all alter which frequencies escape. Expansion and natural damping together give $p=0.079$, a factor $5.6$, far below the product of $5.2$ and $1.65$. The numerical output below lists the individual cases.

## Table of computed values

```
Escape probability p against line-centre depth tau (no units)
tau=1e+01 Lorentz p=1.8354e-01 limit=1.7841e-01
tau=1e+01 Doppler p=3.5878e-02 limit=3.7181e-02 corrected=3.7722e-02
tau=1e+02 Lorentz p=5.6562e-02 limit=5.6419e-02
tau=1e+02 Doppler p=2.5307e-03 limit=2.6291e-03 corrected=2.5563e-03
tau=1e+04 Lorentz p=5.6420e-03 limit=5.6419e-03
tau=1e+04 Doppler p=1.8141e-05 limit=1.8590e-05 corrected=1.8170e-05
tau=1e+06 Lorentz p=5.6419e-04 limit=5.6419e-04
tau=1e+06 Doppler p=1.4913e-07 limit=1.5179e-07 corrected=1.4921e-07
tau=1e+02 exponent: Lorentz -0.5026, Doppler -1.1046, Doppler uniform -0.9008
tau=1e+04 exponent: Lorentz -0.5000, Doppler -1.0523, Doppler uniform -0.9485
tau=1e+06 exponent: Lorentz -0.5000, Doppler -1.0351, Doppler uniform -0.9651
share escaping where depth<1, tau=1e4: Lorentz 0.842, Doppler 0.613
limits of these shares: 0.843, 0.632
Tin plasma example (rough input values)
wavelength = 13.5 nm, photon = 91.84 eV
ion and electron temperature = 30 eV
ion density = 1.0e+18 cm^-3
lower-level fraction = 0.1, f = 0.5
radius = 150 um
thermal speed sqrt(2kT/M) = 6.983 km/s
Doppler 1/e half width = 5.173e+11 Hz
Doppler 1/e half width = 0.3145 pm
line-centre cross-section = 1.447e-14 cm^2
line-centre depth tau = 21.71, ln tau = 3.078
decay rate = 1.830e+11 s^-1, damping a = 0.0282
a*tau = 0.611, onset value = 0.886
p Doppler = 0.01419, leading law = 0.01481
p Lorentz, same tau = 0.12256, leading law = 0.12109
ratio Lorentz/Doppler = 8.63
simulated p: Doppler 0.01428, Lorentz 0.12227
Effects left out of the static isolated Doppler line
p Voigt, natural damping = 0.02345 (x1.65)
p Voigt, damping tripled = 0.03935 (x2.77)
edge speed = 20 km/s, over thermal = 2.86
p with expansion = 0.07443 (x5.24)
neighbours = 300, depth of each = 2.17, band = 0.27 nm
mean transmission of neighbours = 0.487
stimulated-emission fraction = 0.0468, p = 0.01501 (x1.057)
p, emission from whole sphere = 0.07523 (x5.30)
```
